Failure of Wick factorization after an interaction quench in the Hubbard dimer

**Problem**

Two spin-1/2 fermions occupy two sites, i = 1, 2, with hopping energy J > 0 and on-site repulsion U ≥ 0:

H = −J Σσ (c†1σ c2σ + c†2σ c1σ) + U Σi ni↑ ni↓, niσ = c†iσ ciσ.

The pair is in its ground state for t < 0. At t = 0 the repulsion is switched off suddenly, and from then on only the hopping acts. Write ni = ni↑ + ni↓.

The one-particle functions, defined here without a factor 1/ħ, are

G<_ij(t,t') = i ⟨c†j(t') ci(t)⟩, G>_ij(t,t') = −i ⟨ci(t) c†j(t')⟩,

for one spin. The two spins give equal functions, and functions mixing the spins vanish. The Wick value of a density correlator is the sum of all pairings of its four operators, evaluated with these functions. The cumulant is

K_ij(t,t') = ⟨ni(t) nj(t')⟩ − ⟨ni(t) nj(t')⟩_Wick, t, t' ≥ 0.

(a) Find the ground state and its one-particle density matrix.
(b) Find G< and G> after the switch, and the Wick value of the density correlator.
(c) Find the true correlator and K_ij(t,t'). Deduce the double occupancy D(t) = ⟨n1↑ n1↓⟩.
(d) Explain how the cumulant can be nonzero when the particles no longer interact.
(e) Which part of the density correlations, response or fluctuation, does the cumulant affect?
(f) Evaluate the results for J/h = 200 Hz and U/h = 600 Hz, and judge what an experiment with cold atoms would change.

**Solution**

**(a) The ground state**

Introduce the bonding and antibonding orbitals

g = (c1 + c2)/√2, u = (c1 − c2)/√2,

for each spin. Inserting c1 = (g + u)/√2 and c2 = (g − u)/√2 gives

c†1c2 + c†2c1 = g†g − u†u,

so the orbital energies are −J and +J. Define |gg⟩ = g†↑g†↓|0⟩ and |uu⟩ = u†↑u†↓|0⟩. In terms of the site states |D_i⟩ = c†i↑c†i↓|0⟩ and |s⟩ = (c†1↑c†2↓ + c†2↑c†1↓)|0⟩/√2,

|gg⟩ = (|D1⟩ + |D2⟩)/2 + |s⟩/√2,
|uu⟩ = (|D1⟩ + |D2⟩)/2 − |s⟩/√2.

The repulsion multiplies |D1⟩ and |D2⟩ by U and removes |s⟩. Since |D1⟩ + |D2⟩ = |gg⟩ + |uu⟩, it turns either state into (U/2)(|gg⟩ + |uu⟩). The two states therefore form a closed block, with diagonal elements U/2 − 2J and U/2 + 2J and off-diagonal element U/2. With

R = √(4J² + U²/4), C = 2J/R = 4J/√(U²+16J²), S = U/(2R) = U/√(U²+16J²),

the block is U/2 plus R times the matrix with rows (−C, S) and (S, C). Put C = cos 2φ and S = sin 2φ. Acting on the vector (cos φ, −sin φ), this matrix gives

−C cos φ − S sin φ = −cos φ,
S cos φ − C sin φ = +sin φ,

which is minus the vector. Hence

|ψ⟩ = cos φ |gg⟩ − sin φ |uu⟩, E0 = U/2 − R.

The remaining two-particle states are three triplets at energy 0 and the singlet (|D1⟩ − |D2⟩)/√2 at energy U. Because R > U/2, E0 is negative and |ψ⟩ is the ground state. The minus sign in |ψ⟩ reduces the weight of |D1⟩ and |D2⟩, as a repulsion should.

Let a = cos²φ = (1+C)/2 and b = sin²φ = (1−C)/2. Then a + b = 1, a − b = C and ab = S²/4. For each spin

⟨g†g⟩ = a, ⟨u†u⟩ = b, ⟨g†u⟩ = 0.

The last average vanishes because moving one electron from u to g turns |uu⟩ into a state with one electron in each orbital, orthogonal to |ψ⟩. The density matrix is diagonal in the orbitals of the hopping Hamiltonian, so it does not change after the switch. In particular ⟨niσ⟩ = (a + b)/2 = 1/2 at all times.

**(b) One-particle functions and the Wick value**

For t ≥ 0 the operators carry only the phases of their orbital energies. With Ω = 2J/ħ,

g(t) = g exp(iΩt/2), u(t) = u exp(−iΩt/2).

Write τ = t − t', and η = +1 for i = j, η = −1 for i ≠ j. Using ⟨gg†⟩ = 1 − a = b and ⟨uu†⟩ = 1 − b = a,

G<_ij(t,t') = (i/2)[a exp(iΩτ/2) + η b exp(−iΩτ/2)],
G>_ij(t,t') = −(i/2)[b exp(iΩτ/2) + η a exp(−iΩτ/2)].

Both depend on τ alone, so they look like the functions of a stationary state.

For equal spins, the pairings of c†i(t) ci(t) c†j(t') cj(t') that conserve particle number are

⟨c†i(t)ci(t)⟩⟨c†j(t')cj(t')⟩ + ⟨c†i(t)cj(t')⟩⟨ci(t)c†j(t')⟩.

The sign of the second term is positive, since bringing cj next to c†i passes it over two fermion operators. Its factors are −iG<_ji(t',t) and iG>_ij(t,t'), and (−i)(i) = 1. This term is the bubble

B_ij(t,t') = G<_ji(t',t) G>_ij(t,t')
= (1/4)[a exp(−iΩτ/2) + ηb exp(iΩτ/2)][b exp(iΩτ/2) + ηa exp(−iΩτ/2)]
= (1/4)[2ab + ηa² exp(−iΩτ) + ηb² exp(iΩτ)],

where η² = 1 was used. For opposite spins the second pairing vanishes and only the product of means, 1/4, remains. Summed over spins,

⟨ni(t) nj(t')⟩_Wick = 1 + 2B_ij(t,t').

**(c) The true correlator and the cumulant**

The site density at time t is

niσ(t) = (1/2)[g†g + u†u + η_i Xσ(t)],
Xσ(t) = g†u exp(−iΩt) + u†g exp(iΩt),

with η_1 = +1 and η_2 = −1. The state contains one electron of each spin, and Xσ conserves that number, so g†g + u†u may be replaced by 1. Since ⟨Xσ⟩ = 0 and η_iη_j = η, the correlator minus its product of means is (η/4)⟨Xσ(t)Xσ'(t')⟩.

*Equal spins.* The products g†u g†u and u†g u†g vanish. The other two are

g†u u†g = g†g(1 − u†u), u†g g†u = u†u(1 − g†g).

With a single electron of this spin, one orbital being full means that the other is empty. The averages are therefore a and b, whereas the Wick value assigns a(1−b) = a² and b(1−a) = b². Thus

⟨Xσ(t)Xσ(t')⟩ = a exp(−iΩτ) + b exp(iΩτ).

Subtract the bubble and use a − a² = b − b² = ab:

K^σσ_ij = (1/4)[η ab exp(−iΩτ) + η ab exp(iΩτ) − 2ab]
= (S²/8)(η cos Ωτ − 1).

*Opposite spins.* The operator g†↑u↑g†↓u↓ turns |uu⟩ into |gg⟩ with a plus sign, because each bilinear commutes with operators of the other spin. Its average is cos φ · (−sin φ) = −S/2, and its phase is exp(−iΩt) exp(−iΩt'). The conjugate term has the same amplitude and the opposite phase. The mixed products, such as g†↑u↑u†↓g↓, need one electron in u and one in g, and so give zero on |ψ⟩. Hence

⟨X↑(t)X↓(t')⟩ = −S cos Ω(t+t'),
K^↑↓_ij = −(η/4) S cos Ω(t+t').

There are two equal-spin and two opposite-spin terms, so the cumulant of the site densities is

K_ij(t,t') = (S²/4)[η cos Ω(t−t') − 1] − (η/2) S cos Ω(t+t').

The second part depends on t + t'. It remembers when the switch occurred, although G< and G> do not.

For the double occupancy, set i = j = 1 and t = t' in the opposite-spin part and add the product of means:

D(t) = 1/4 + K^↑↓_11(t,t) = (1/4)[1 − S cos(4Jt/ħ)].

The Wick value is 1/4 at all times. The initial value can be confirmed from the energy: in the ground state dE0/dU = ⟨n1↑n1↓ + n2↑n2↓⟩ = 2D(0), and

dE0/dU = 1/2 − U/(4R) = (1 − S)/2,

which gives D(0) = (1 − S)/4, as above.

*Weak repulsion.* For U ≪ J, S ≈ U/(4J). The opposite-spin cumulant is then of first order in U and the equal-spin one of second order. Both vanish at U = 0, where |ψ⟩ = |gg⟩ is a single Slater determinant.

*Strong repulsion.* For U ≫ J, S → 1 and D(t) swings between values near 0 and near 1/2. At the upper turning point, reached at t = πħ/(4J), the electrons are almost surely on the same site, with either site equally likely. The Wick value misses all of this motion. The limit is taken at fixed J; with J = 0 the period would be infinite.

*Repulsion left on.* The ground state would then be stationary, and D would stay at (1 − S)/4. The equal-time cumulant of opposite spins on one site, −S/4, is thus already present before the switch. Switching off U makes it oscillate.

**(d) Why free evolution does not restore Wick's theorem**

Let p, q, r, s label spin-orbitals and define

λ(pq;rs) = ⟨c†p c†q cs cr⟩ − ⟨c†p cr⟩⟨c†q cs⟩ + ⟨c†p cs⟩⟨c†q cr⟩.

To connect λ with the density cumulant, abbreviate p = cp(t) and q = cq(t'). Under free evolution the anticommutator f = {p, q†} is a number, so

p†p q†q = f p†q + p†q†q p.

The exchange pairing in the Wick value contains ⟨pq†⟩ = f − ⟨q†p⟩. The terms f⟨p†q⟩ cancel in the difference, leaving

⟨p†q†qp⟩ − ⟨p†p⟩⟨q†q⟩ + ⟨p†q⟩⟨q†p⟩,

which is λ with the operators taken at their own times. Exchanging the order of the two densities changes the true correlator and its Wick value by the same amount. The cumulant is therefore the same for every placement of the two densities on the Keldysh contour.

Free evolution is linear, cp(t) = Σr v_pr(t) cr with a unitary matrix v. Each term of λ contains two creation and two annihilation operators, and so

λ(pq;rs)(t) = Σ v*_pp' v*_qq' v_rr' v_ss' λ(p'q';r's')(0),

summed over primed labels. Four one-particle propagators carry the initial cumulant forward. There is no source and no decay: since v is unitary, Σ|λ|² is constant. Noninteracting dynamics preserves Wick's theorem at this order if it holds initially, but cannot create it.

In the orbitals g and u the independent nonzero elements at t = 0 are

λ(g↑g↓;u↑u↓) = −S/2,
λ(g↑g↓;g↑g↓) = a − a² = S²/4,
λ(u↑u↓;u↑u↓) = b − b² = S²/4,
λ(g↑u↓;g↑u↓) = λ(u↑g↓;u↑g↓) = 0 − ab = −S²/4,
λ(gσuσ;gσuσ) = 0 − ab = −S²/4.

The other nonzero elements follow from complex conjugation and from exchanging labels within a pair. The first element is a coherence between two pair states whose energies differ by 4J, which explains the frequency 4J/h of D(t). The opposite-spin sector has four diagonal elements and two coherences, the equal-spin sector one element for each spin, and each occurs in four label orders. Therefore

Σ|λ|² = 4[4(S⁴/16) + 2(S²/4)] + 2·4(S⁴/16) = 2S² + (3/2)S⁴.

A comparison state isolates the cause. Take a statistical mixture in which each of the four orbitals is filled independently, with probability a for g and b for u. It has the same one-particle density matrix, hence the same G< and G>. Its average ⟨c†p c†q cs cr⟩ is nonzero only if the pair r, s equals the pair p, q; it is then the product of the two filling probabilities, with a minus sign for exchanged labels. That is its factorized value, so λ = 0 at t = 0 and, by the propagation law, later as well. The dynamics is the same in both cases; only the initial states differ.

This state also shows what the Wick value gets wrong for equal spins. Independent filling lets the number of electrons of one spin fluctuate, with variance a(1−a) + b(1−b) = 2ab = S²/2. In |ψ⟩ that number is sharp. Accordingly, the sum of K^σσ_ij over the four site pairs is −S²/2.

In diagrams, the initial ground state can be prepared by an imaginary-time branch of the contour, on which U is present. The real-time branches have no interaction vertices, but those on the imaginary branch remain and generate λ(0). Discarding that branch and keeping only the correct initial one-particle density matrix reproduces G< and G> here, but loses K.

**(e) Response and fluctuation**

K_ij(t,t') is real and unchanged when (i,t) and (j,t') are exchanged. It cancels from the commutator, which follows from the bubble alone:

⟨[ni(t), nj(t')]⟩ = 2[B_ij(t,t') − B_ji(t',t)]
= (η/2)(a² − b²)[exp(−iΩτ) − exp(iΩτ)]
= −iηC sin Ω(t−t'),

because a² − b² = (a+b)(a−b) = C. The retarded density response after the switch is thus

χ_ij(t,t') = −(i/ħ)θ(t−t')⟨[ni(t), nj(t')]⟩ = −(η/ħ)θ(t−t') C sin Ω(t−t').

The reason is general for free evolution: the commutator of two one-body operators is again a one-body operator, whose average needs only the one-particle density matrix. The symmetrized correlator, the Keldysh component, is different. The average of the anticommutator ⟨{ni(t), nj(t')}⟩ exceeds its Wick value by 2K_ij. A measurement of the linear density response would not reveal the failure; a measurement of density fluctuations would.

**(f) Numbers and the cold-atom case**

For J/h = 200 Hz and U/h = 600 Hz,

√(U²+16J²)/h = √(600² + 800²) Hz = 1000 Hz,

so S = 0.6, C = 0.8, a = 0.9 and b = 0.1. The double occupancy oscillates at 4J/h = 800 Hz, with a period of 1.25 ms. The cumulant listed here is the on-site opposite-spin part, D − 1/4:

- t = 0: D = 0.10, cumulant −0.15
- t = 0.3125 ms: D = 0.25, cumulant 0
- t = 0.625 ms: D = 0.40, cumulant +0.15

The Wick value is 0.25 throughout. It is 2.5 times the true value at t = 0, and correct only at the zero crossings.

For two times take t = 1.00 ms and t' = 0.25 ms. Then Ω(t−t') = 2π · 400 Hz · 0.75 ms = 0.6π, with cosine −0.309, and Ω(t+t') = π, with cosine −1. On the same site

K_11 = 0.09(−0.309 − 1) + 0.30 = −0.118 + 0.300 = 0.182.

The real part of the true correlator, less the product of means, is 0.145; the bubble gives −0.037, which has the wrong sign. Their imaginary parts agree at −0.380, as part (e) requires. Between the sites, K_12 = 0.09(0.309 − 1) − 0.30 = −0.362.

These parameters lie in the rough regime of ultracold fermionic atoms in an optical double well, where hopping rates of some hundred hertz are reachable and a magnetic field can tune the repulsion to zero. Each entry below gives the largest change of the on-site opposite-spin cumulant within 2.5 ms, computed with the other imperfections absent. It is to be compared with the amplitude 0.15.

- Temperature 2 nK: 0.010. The triplets lie only 200 Hz, or 9.6 nK, above the ground state, and the thermal weight outside the ground state is w = 0.024. Triplets have no double occupancy, so their contribution to the cumulant is −w/4. The change is w(S cos 2Ωt − 1)/4, at most 0.024 · 1.6/4 ≈ 0.010 in size. This counts all three triplets; a pair prepared with one atom of each spin can reach only one of them, which lowers w to 0.008 and the change to 0.003.
- Residual repulsion of 10 Hz · h: 0.005.
- Shot-to-shot spread of J by 2 % rms: 0.005, mainly from dephasing: at 2.5 ms the phase 4π of the oscillation has an rms spread of 0.25, which lowers the mean cosine by about 3 %.
- Energy difference of 10 Hz · h between the wells, before and after the switch: 0.0007.
- Linear switching over 20 μs, centred on t = 0: below 0.0001. Such a fast switch is demanding, since tuning this repulsion to zero typically needs a field jump of tens of gauss or more. Slower ramps cost more: 0.006 for 200 μs and 0.04 for 500 μs.

If all three triplets are populated and the switch takes no more than about 200 μs, temperature is the largest of the listed changes, about 6 % of the amplitude. It matters more at strong repulsion, where the gap shrinks to about 4J²/U.

The single-orbital description of each well is also approximate. For an isotropic harmonic well of frequency ν = 10 kHz, a contact repulsion mixes in relative-motion levels 2khν higher, k = 1, 2, …. With the amplitudes taken to first order in U, the total weight of these levels is (U/2hν)² Σk r_k/k², where r_k = Γ(k+3/2)/[Γ(3/2) k!] is the squared ratio of the wave functions at zero separation. This gives 0.003 for a doubly occupied well. It is an order of magnitude only: for J/hν = 0.02 the barrier of a smooth double well is only about hν high, so the higher levels along the tunnelling direction are not those of separate harmonic wells. At such a barrier the interaction-assisted hopping and the repulsion between the wells, both left out of H, also matter. They alter the initial state. In a two-orbital estimate for smooth double wells of quartic, cosine-squared, two-Gaussian and harmonic-plus-bump shape, with J and the lowest-orbital matrix element U held fixed, they lower the amplitude of the cumulant by 0.004 to 0.006, depending on the shape. This estimate is not converged in the number of orbitals. With fourteen levels along the tunnelling direction and the same contact strength, the drop grows to 0.007 to 0.010, comparable with the temperature entry.

Computed results

```
hopping J/h = 200 Hz; J = 0.8271 peV
repulsion before the switch U/h = 600 Hz; U/J = 3.0
S = 0.6000, C = 0.8000
ground energy E0/h = -200.00 Hz
occupation per spin: bonding 0.9000, antibonding 0.1000
frequency W/(2 pi) = 400 Hz
double-occupancy frequency 4J/h = 800 Hz, period = 1.2500 ms
pair coherence of the cumulant = -0.3000
sum of |cumulant|^2 = 0.9144
time (ms) | double occupancy of site 1 | Wick value | cumulant
0.00000 | 0.1000 | 0.2500 | -0.1500
0.15625 | 0.1439 | 0.2500 | -0.1061
0.31250 | 0.2500 | 0.2500 | +0.0000
0.46875 | 0.3561 | 0.2500 | +0.1061
0.62500 | 0.4000 | 0.2500 | +0.1500
0.93750 | 0.2500 | 0.2500 | -0.0000
1.25000 | 0.1000 | 0.2500 | -0.1500
two times: t = 1.00 ms, t' = 0.25 ms
sites 1,1: exact connected = +0.1455 -0.3804 i
  bubble = -0.0367 -0.3804 i; cumulant = +0.1822
  cumulant parts: equal spins -0.1178, opposite spins +0.3000
sites 1,2: exact connected = -0.1455 +0.3804 i
  bubble = +0.2167 +0.3804 i; cumulant = -0.3622
  cumulant parts: equal spins -0.0622, opposite spins -0.3000
amplitude of the on-site cumulant S/4 = 0.1500
gap to the triplet: 200.00 Hz = 9.598 nK
assumed: residual U/h 10 Hz, bias/h 10 Hz, ramp 20 us
assumed: temperature 2 nK, rms spread of J 2 %
weight outside the ground state at this temperature = 0.0241
largest cumulant changes over 2.50 ms:
  residual repulsion: 0.00505
  well bias: 0.00067
  finite switching time: 0.00006
  temperature: 0.00964
  spread of J: 0.00465
well frequency 10 kHz: higher-band weight of a doubly occupied well = 0.0031
```
